# Dissociative Langmuir Adsorption of a Precursor with Two Equal Fragments

A gaseous precursor A₂ lands on a surface and splits into two equivalent fragments A, each of which occupies one adsorption site. Two fragments on neighbouring sites can recombine and leave as A₂:

\[
\mathrm{A_2(gas)} + 2* \;\rightleftharpoons\; 2\,\mathrm{A}* ,
\]

where \(*\) is an empty site. The problem is to find how the equilibrium coverage depends on the gas pressure \(p\) at fixed temperature \(T\).

The coverage \(\theta\) is the number of fragments divided by the number of sites \(M\). The gas is ideal. All sites are identical, hold at most one fragment, and have \(z\) neighbours each. Until part (f), fragments on different sites do not interact. Fragments can hop to neighbouring empty sites, and recombination is their one way off the surface.

### (a) The isotherm from a balance of rates

*Each empty neighbour pair of sites receives a molecule at the rate \(k_a p\), and each filled neighbour pair loses one at the rate \(k_d\). Assume that neighbouring sites are occupied independently. Write the rate equation for \(\theta\) and find the equilibrium coverage in terms of \(K=k_a/k_d\).*

**Solution.** A surface with \(M\) sites has \(Mz/2\) neighbour pairs, because counting \(z\) neighbours for every site counts each pair twice. Under the independence assumption, a pair is empty with probability \((1-\theta)^2\) and filled with probability \(\theta^2\). Each event changes the number of fragments by two, so

\[
M\frac{d\theta}{dt}=2\cdot\frac{Mz}{2}\left[k_a p(1-\theta)^2-k_d\theta^2\right],
\]

\[
\frac{d\theta}{dt}=z\left[k_a p(1-\theta)^2-k_d\theta^2\right].
\]

Hopping moves fragments without changing their number and does not appear. At equilibrium the bracket vanishes:

\[
\frac{\theta^2}{(1-\theta)^2}=\frac{k_a}{k_d}\,p=Kp .
\]

Both \(\theta\) and \(1-\theta\) are positive, so the positive root applies. With \(x=\sqrt{Kp}\),

\[
\frac{\theta}{1-\theta}=x
\;\Rightarrow\; \theta=x-x\theta
\;\Rightarrow\; \theta(1+x)=x ,
\]

\[
\boxed{\;\theta=\frac{x}{1+x}=\frac{\sqrt{Kp}}{1+\sqrt{Kp}}\;}
\]

This is the dissociative Langmuir isotherm. \(K\) has the unit of an inverse pressure, and \(\theta=1/2\) at \(p=1/K\).

### (b) Are neighbouring sites really independent?

*Fragments arrive in neighbouring pairs, which suggests that they should be found in pairs. Use detailed balance to decide whether the independence assumed in (a) holds at equilibrium.*

**Solution.** Try giving each arrangement of \(N\) fragments the statistical weight \(x^N\). Adsorption takes an arrangement with \(N\) fragments to one with \(N+2\). The forward and backward flows are

\[
x^N k_a p \qquad\text{and}\qquad x^{N+2}k_d=x^N(Kp)k_d=x^Nk_ap ,
\]

which are equal. A hop connects two arrangements with the same \(N\), hence the same weight, and on identical sites its forward and backward rates are equal. Every process is balanced by its reverse, so these weights are stationary.

They are also the unique stationary weights for a surface that starts empty. Hops can bring any two fragments together, after which they can leave, so every arrangement with even \(N\) is connected to the empty surface.

The restriction to even \(N\) is the one trace left by arrival in pairs. The sum of the weights is

\[
\Xi=\sum_{N\ \mathrm{even}}\binom{M}{N}x^N=\tfrac12\left[(1+x)^M+(1-x)^M\right],
\]

since the odd terms cancel. Multiplying a term by \(N\) is the same as applying \(x\,d/dx\), so

\[
\theta=\frac{x}{M}\frac{d\ln\Xi}{dx}
=x\,\frac{(1+x)^{M-1}-(1-x)^{M-1}}{(1+x)^M+(1-x)^M}
=\frac{x}{1+x}\,\frac{1-r^{M-1}}{1+r^M},
\qquad r=\frac{1-x}{1+x}.
\]

Because \(|r|<1\), the last factor tends to 1 for large \(M\). At small \(x\), \(r^M\approx e^{-2Mx}\), so the condition is \(Mx\gg1\): the surface must hold many fragments.

For a filled neighbour pair, two sites contribute \(x^2\) and the other \(M-2\) must hold an even number:

\[
P_{11}=x^2\,\frac{(1+x)^{M-2}+(1-x)^{M-2}}{(1+x)^M+(1-x)^M}\;\longrightarrow\;\frac{x^2}{(1+x)^2}=\theta^2 .
\]

Without the factor \(x^2\), the same expression gives \(P_{00}\to1/(1+x)^2=(1-\theta)^2\). Independence therefore holds at equilibrium on a large surface. It need not hold on the way there.

The hopping rate has dropped out, provided it is not zero, since hops were needed to connect all arrangements with even \(N\). A numerical solution of the full master equation on a ring of ten sites at \(x=0.5\) gives \(\theta=0.33331\) for hopping rates of both \(0.1\,k_d\) and \(10\,k_d\). The large-surface formula gives \(0.33333\), and the parity factor with \(r=1/3\), \(M=10\) accounts for the difference.

### (c) Low and high coverage

*Find the pressure dependence at low coverage, the error of this limiting law, and the local order \(n=d\ln\theta/d\ln p\) at fixed temperature. What happens near full coverage?*

**Solution.** For \(x<1\) the geometric series gives

\[
\theta=x(1-x+x^2-\dots)=\sqrt{Kp}-Kp+\dots ,
\]

so at leading order

\[
\boxed{\;\theta\simeq\sqrt{Kp}\qquad (Kp\ll1)\;}
\]

A fourfold pressure doubles the coverage. In terms of rates, adsorption on a nearly empty surface is proportional to \(p\), while desorption needs two fragments to meet and is proportional to \(\theta^2\).

The error follows from \(x/\theta=1+x\): relative to the full isotherm, the root law is too high by the fraction \(x\). It is 10% too high at \(x=0.1\), that is, at \(p=0.01/K\).

For the local order, take the logarithm, \(\ln\theta=\ln x-\ln(1+x)\), and differentiate:

\[
\frac{d\ln\theta}{d\ln x}=1-\frac{x}{1+x}=1-\theta .
\]

Since \(\ln x=\tfrac12\ln K+\tfrac12\ln p\), a further factor \(1/2\) appears:

\[
n=\frac{d\ln\theta}{d\ln p}=\frac{1-\theta}{2}.
\]

The order starts at \(1/2\) and falls as sites fill. A measured order below \(1/2\) is therefore compatible with dissociation into two fragments.

Near full coverage the empty fraction is the useful quantity:

\[
1-\theta=\frac{1}{1+x}\simeq\frac{1}{\sqrt{Kp}}\qquad(Kp\gg1).
\]

Saturation is slow, because halving the number of empty sites takes four times the pressure.

### (d) What does the square root depend on?

*Consider two variations. First, the surface consists of isolated pairs of sites, and fragments cannot leave their pair. Second, the precursor is AB, with unlike fragments that share the same sites. Find the isotherm in each case.*

**Solution.** An isolated pair of sites is either empty, with weight 1, or filled by both fragments, with weight \(x^2=Kp\). Hence

\[
\theta_{\text{pair}}=\frac{Kp}{1+Kp},
\]

which is linear in \(p\) at low pressure, although every molecule dissociates. The result of (b) with \(M=2\) agrees: \(x\cdot2x/(2+2x^2)=x^2/(1+x^2)\). The square root thus requires that fragments separate and recombine with other partners. Separation opens many more arrangements to the same number of fragments, and at equal \(K\) and small \(x\) it raises the coverage by a factor of about \(x/x^2=1/x\).

For AB, let a site be empty, hold A, or hold B, with weights \(1\), \(a\) and \(b\). On a large surface

\[
\theta_A=\frac{a}{1+a+b},\qquad \theta_B=\frac{b}{1+a+b}.
\]

Balance between AB adsorption and recombination fixes the product \(ab=Kp\), with \(K\) now defined by \(\theta_A\theta_B/(1-\theta_A-\theta_B)^2=Kp\). If AB is the sole source and sink of both fragments, then \(\theta_A=\theta_B\), so \(a=b=\sqrt{Kp}=x\) and

\[
\theta_A=\theta_B=\frac{x}{1+2x}.
\]

The root law survives at low coverage, so equivalence of the fragments is not essential to it. What matters is that the ratio of the two coverages stays fixed as \(p\) changes: with \(b=ca\) and constant \(c\), the product \(ab=Kp\) gives \(a=\sqrt{Kp/c}\). Here \(c=1\). If B had another way to leave the surface, \(a=b\) would no longer follow.

### (e) The equilibrium constant from molecular data

*Let \(D\) be the energy needed to return two adsorbed fragments to one gas molecule, between ground states. Let \(q_s\) be the vibrational sum of one adsorbed fragment and \(q_{\rm rot}\) the rotational sum of the molecule. Find \(K\).*

**Solution.** Put the zero of energy at the ground state of the gas molecule. Each adsorbed fragment then has ground-state energy \(-D/2\), and the partition function of \(N\) fragments on \(M\) sites is

\[
Z_s=\binom{M}{N}q_s^N e^{ND/2kT}.
\]

Stirling's formula gives \(\partial\ln\binom MN/\partial N=\ln[(M-N)/N]=\ln[(1-\theta)/\theta]\). Therefore

\[
\mu_A=-kT\frac{\partial\ln Z_s}{\partial N}
=-\frac D2+kT\ln\frac{\theta}{(1-\theta)q_s}.
\]

A gas of \(N_g\) molecules in volume \(V\) has \(Z_g=z_1^{N_g}/N_g!\) with \(z_1=Vq_{\rm rot}/\Lambda^3\). Here \(\Lambda=h/\sqrt{2\pi mkT}\) is the thermal wavelength and \(m\) the mass of the molecule. With \(N_g/V=p/kT\),

\[
\mu_{A_2}=-kT\ln\frac{z_1}{N_g}=kT\ln\frac{p\Lambda^3}{kT\,q_{\rm rot}} .
\]

One molecule makes two fragments, so the free energy is stationary when \(2\mu_A=\mu_{A_2}\). Dividing by \(kT\) and moving \(D\) and \(q_s\) to the right,

\[
2\ln\frac{\theta}{1-\theta}=2\ln q_s+\frac{D}{kT}+\ln\frac{p\Lambda^3}{kT\,q_{\rm rot}} .
\]

Exponentiation reproduces \(\theta^2/(1-\theta)^2=Kp\) without any reference to rates, with

\[
\boxed{\;K=\frac{q_s^2\,e^{D/kT}\Lambda^3}{kT\,q_{\rm rot}}\;}
\]

For harmonic vibrations with quanta \(\varepsilon_i\), counted from the ground state, \(q_s=\prod_i(1-e^{-\varepsilon_i/kT})^{-1}\).

For H₂ the rotational sum must respect nuclear spin. Levels with even \(J\) have one spin state and levels with odd \(J\) have three, while two separate H atoms have four. Dividing out the four,

\[
q_{\rm rot}=\sum_J g_J(2J+1)e^{-BJ(J+1)/kT},\qquad g_{\rm even}=\tfrac14,\quad g_{\rm odd}=\tfrac34 .
\]

The molecular vibration is taken to be in its ground state.

### (f) Repulsion between neighbours

*Let neighbouring fragments on a triangular lattice (\(z=6\)) repel with energy \(w\) per pair. Find the first correction to the low-coverage law.*

**Solution.** Let \(x=\sqrt{Kp}\) remain the weight of a fragment without neighbours, so that \(D\) and \(K\) now refer to two distant fragments. For an otherwise isolated neighbour pair, the ratio \(k_a/k_d\) is then \(Ke^{-w/kT}\). Each neighbouring pair of fragments brings a factor \(e^{-w/kT}\). On a large surface the parity restriction may be dropped, and the sum of weights up to \(x^2\) needs the \(M(M-1)/2\) ways to place two fragments. Of these, \(3M\) are neighbour pairs:

\[
\Xi=1+Mx+x^2\left[\frac{M(M-1)}2-3M\left(1-e^{-w/kT}\right)\right]+\dots
\]

In \(\ln\Xi\), the term \(-\tfrac12(Mx)^2\) cancels the part proportional to \(M^2\):

\[
\frac{\ln\Xi}{M}=x-x^2\left[\tfrac12+3\left(1-e^{-w/kT}\right)\right]+\dots
\]

Applying \(x\,d/dx\) gives

\[
\theta=x-\left[1+6\left(1-e^{-w/kT}\right)\right]x^2+\dots
\]

Repulsion leaves the leading square root untouched, since distant fragments do not feel it, but shortens the range over which the root law is accurate. For \(w=0\) the result of (c) returns.

### (g) Hydrogen on Rh(111)

*Hydrogen is the simplest precursor with two equal fragments. At 600 K take the rough typical values \(D=0.80\) eV per H₂, vibrational quanta 0.09, 0.09 and 0.13 eV for adsorbed H, and a bond length of 0.074 nm for H₂. Find \(K\) and interpret the coverages.*

**Solution.** Here \(kT=0.0517\) eV \(=8.28\times10^{-21}\) J. The formulas of (e) give \(q_s=1.600\), \(q_{\rm rot}=3.585\), \(\Lambda=0.0502\) nm and \(e^{D/kT}=5.245\times10^6\). Then

\[
K=\frac{(1.600)^2(5.245\times10^6)(0.0502\times10^{-9}\,\mathrm m)^3}{(8.28\times10^{-21}\,\mathrm J)(3.585)}
\approx5.7\times10^{-5}\ \mathrm{Pa^{-1}}=7.6\times10^{-3}\ \mathrm{Torr^{-1}} .
\]

The rigid-rotor sum is slightly low: the spectroscopic levels of H₂ give \(q_{\rm rot}\approx3.7\), which lowers \(K\) by about 4% and low coverages by about 2%. Without repulsion, half coverage lies at \(1/K\approx131\) Torr, and the root law is 10% too high at \(0.01/K\approx1.3\) Torr. The model then gives:

| \(p\) (Torr) | \(\sqrt{Kp}\) | \(\theta\) | order \(n\) |
|---|---|---|---|
| 0.01 | 0.0087 | 0.0087 | 0.50 |
| 0.1 | 0.028 | 0.027 | 0.49 |
| 1 | 0.087 | 0.080 | 0.46 |
| 10 | 0.28 | 0.22 | 0.39 |
| 100 | 0.87 | 0.47 | 0.27 |

From 0.01 to 0.1 Torr the coverage grows by a factor of 3.1, close to \(\sqrt{10}=3.16\). From 10 to 100 Torr it grows by 2.2, because many sites are already taken.

If the fragments were confined to isolated site pairs with the same \(K\), the coverage at 0.1 Torr would be \(7.6\times10^{-4}\) instead of 0.027. The ratio of 35 is the gain from separation found in (d).

Temperature acts mainly through \(e^{D/2kT}\) in \(\sqrt K\). At 1 Torr the coverage is 0.32 at 500 K, 0.080 at 600 K and 0.025 at 700 K. At 500 K this pressure is outside the root-law regime, since \(x=\theta/(1-\theta)\approx0.48\).

### (h) How far can these numbers be trusted?

*Estimate the time needed to reach equilibrium at 0.1 Torr, with an assumed sticking probability \(s=0.1\) and a rough Rh lattice constant \(a=0.38\) nm. Then estimate the effects of repulsion, of a second kind of site, and of an error in \(D\).*

**Solution.** Assume that hopping is fast enough to keep neighbouring sites independent on the way to equilibrium. At low coverage the rate equation of (a) then becomes \(d\theta/dt=R(1-\theta^2/x^2)\), where \(R=zk_ap\) is the supply of fragments per empty site. For a surface that starts empty,

\[
\theta=x\tanh\frac{Rt}{x},
\]

since the derivative is \(R(1-\tanh^2)\). The time scale is \(x/R\).

The molecular flux is \(p/\sqrt{2\pi mkT}\), each sticking molecule brings two atoms, and the area per site is \(\sqrt3a^2/4=0.0625\) nm². With \(p=13.3\) Pa,

\[
R=2s\,\frac{p}{\sqrt{2\pi mkT}}\,\frac{\sqrt3a^2}{4}\approx1.3\times10^4\ \mathrm{s^{-1}},
\qquad \frac xR\approx\frac{0.028}{1.3\times10^4\ \mathrm{s^{-1}}}\approx2\ \mu\mathrm s .
\]

Within this model, equilibrium at 600 K and 0.1 Torr is reached quickly compared with pressure changes lasting milliseconds or longer. Since \(x\propto\sqrt p\) and \(R\propto p\), the time scale grows as \(p^{-1/2}\): it is about 0.7 ms at \(10^{-6}\) Torr and 7 ms at \(10^{-8}\) Torr.

For repulsion, assume \(w=0.02\) eV. The bracket in (f) is then \(1+6(1-e^{-0.02/0.0517})\approx2.9\), so the first deviation from the root law is almost three times as large as without repulsion. At this order the 10% limit moves from 1.3 Torr to about \(1.3/2.9^2\approx0.15\) Torr (0.16 Torr when higher orders are kept). A numerical solution on a long cylinder of triangular lattice, six sites around, gives \(\theta=0.026\), 0.16 and 0.31 at 0.1, 10 and 100 Torr. Relative to the isotherm without repulsion, these are reductions of about 5%, 24% and 34%.

The (111) surface has two kinds of threefold hollow. If the second lies 0.05 eV higher and has the same vibrational quanta, the sum over states of one fragment gains the factor \(1+e^{-0.05/0.0517}=1.38\). At low coverage \(\theta\), counted per hollow of the first kind, rises by 38%, and its power of \(p\) is unchanged.

An error of 0.05 eV in \(D\) changes \(\sqrt{Kp}\) by the factor \(e^{0.05/(2\times0.0517)}=1.6\), up or down. The half-coverage pressure changes by the square of this factor, about 2.6, and so without repulsion lies anywhere from roughly 50 to 350 Torr. The repulsion assumed above raises it much further. Exchanging all filled and empty sites leaves the weight of every arrangement unchanged, up to a common factor, when \(x=e^{3w/kT}\). Half coverage therefore lies at \(p=e^{6w/kT}/K\), which is about 1300 Torr for \(D=0.80\) eV.

Set beside the real case, the assumptions that H₂ dissociates on rhodium and that H can recombine and leave are sound, and the inputs lie in the typical range. Real surfaces break the assumption of identical, non-interacting sites. For the assumed energies this moves the coverage by tens of per cent, while an error of 0.05 eV in \(D\) moves it by about +60% or −38% at low coverage, as much as the second hollow or more. The values above are thus model estimates, and the low-coverage exponent is more robust than the prefactor. A deposition precursor whose fragments react onward into a film instead of recombining falls outside the model: its coverage is set by reaction rates and exposure, and no equilibrium constant \(K\) describes it.

The program prints the main values with more digits.

## Calculated quantities

```
temperature = 600 K, kT = 0.0517 eV
binding energy D (rough) = 0.80 eV per H2
quanta of adsorbed H (rough) = 0.09, 0.09, 0.13 eV
H2 bond length (rough) = 0.074 nm
H2 rotational constant = 7.57 meV
thermal wavelength of H2 = 0.0502 nm
q_rot = 3.585
q_s = 1.600
exp(D/kT) = 5.245e+06
K = 5.721e-05 1/Pa = 7.627e-03 1/Torr
half-coverage pressure 1/K = 131.1 Torr
pressure where root law is 10% too high = 1.31 Torr
p (Torr) | sqrt(Kp) | theta | local order | theta with repulsion
   0.01 | 0.00873 | 0.00866 | 0.4957 | 0.00852
   0.10 | 0.02762 | 0.02688 | 0.4866 | 0.02560
   1.00 | 0.08734 | 0.08032 | 0.4598 | 0.07049
  10.00 | 0.27618 | 0.21641 | 0.3918 | 0.16382
 100.00 | 0.87335 | 0.46620 | 0.2669 | 0.30683
theta at 1 Torr and 500 K = 0.3247
theta at 1 Torr and 600 K = 0.0803
theta at 1 Torr and 700 K = 0.0254
isolated site pairs at 0.1 Torr: theta = 7.622e-04
assumed repulsion = 0.02 eV per neighbour pair
second-order coefficient: 1 without, 2.925 with repulsion
assumed second-hollow energy difference = 0.05 eV
low-coverage factor on theta from second hollow = 1.380
factor on sqrt(Kp) from 0.05 eV more binding = 1.622
Rh lattice constant (rough) = 0.38 nm
area per site = 0.0625 nm2
assumed sticking probability = 0.1
H atoms supplied per site at 0.1 Torr = 1.263e+04 1/s
time to supply theta at 0.1 Torr = 2.13 microseconds
ring test, x = 0.5: theta = 0.33331 (hop rate 0.1), 0.33331 (hop rate 10); formula 0.33333
closed-box test: largest relative deviation = 1.0e-04
```
